\section*{Energy Slope of the Logarithmic Derivative for Augmented Pseudopotentials, part 2}

A pseudopotential replaces the interior $r<R$ of an atom. We ask how its overlap operator must be chosen so that the logarithmic derivative at $R$ changes with energy $\varepsilon$ as in the all-electron problem. The treatment is non-relativistic, for one angular momentum $l$, with spherical potentials held fixed. Radial functions are real, include the factor $r$, and are regular at the origin. The all-electron function $u$ obeys
\begin{equation}
(T+V-\varepsilon)u=0,\qquad
T=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+\frac{\hbar^2 l(l+1)}{2mr^2},
\label{ae}
\end{equation}
where $m$ is the electron mass. The pseudo function $\tilde u$ obeys
\begin{equation}
(\tilde H-\varepsilon S)\tilde u=0,
\label{ps}
\end{equation}
\begin{equation}
\tilde H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,
\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|.
\label{hs}
\end{equation}
For $r>R$ the projectors $\beta_i$ vanish and $V_{\rm loc}=V$. The coefficients $D_{ij}$ and $q_{ij}$ do not depend on $\varepsilon$. Brackets are integrals over $0<r<R$; a prime is $d/dr$ and a dot $d/d\varepsilon$. The logarithmic derivatives are $L=u'(R)/u(R)$ and $\tilde L=\tilde u'(R)/\tilde u(R)$.

For the all-electron problem, part (a) found
\begin{equation}
-\frac{\hbar^2}{2m}\left[u\dot u'-\dot u u'\right]_0^R=\int_0^R u^2\,dr ,
\label{green}
\end{equation}
\begin{equation}
\frac{dL}{d\varepsilon}=\frac{u\dot u'-u'\dot u}{u^2}\bigg|_R ,
\label{quot}
\end{equation}
\begin{equation}
\frac{dL}{d\varepsilon}=-\frac{2m}{\hbar^2}\,
\frac{1}{u(R)^2}\int_0^R u^2\,dr .
\label{aeslope}
\end{equation}
The lower limit in \eqref{green} contributes nothing. Part (b) showed that, away from interior levels, the pseudo solution with $\tilde u(R)=1$ is unique and differentiable in $\varepsilon$, and so is $\tilde L$.

At distinct reference energies $\varepsilon_k$, smooth pseudo waves $\tilde\phi_k$ match the all-electron waves $\phi_k$. With $B_{ij}=\langle\tilde\phi_i|(\varepsilon_j-T-V_{\rm loc})\tilde\phi_j\rangle$, they solve \eqref{ps} at $\varepsilon_k$ if
\begin{equation}
D_{ik}=B_{ik}+\varepsilon_kq_{ik}.
\label{d}
\end{equation}
With $n_{ij}=\langle\phi_i|\phi_j\rangle$ and $\tilde n_{ij}=\langle\tilde\phi_i|\tilde\phi_j\rangle$, symmetry of $D$ and $q$ requires
\begin{equation}
q_{ij}=n_{ij}-\tilde n_{ij}\qquad(i\neq j).
\label{qoff}
\end{equation}

\section{The slope, its matching and a worked example}

The symbols carried over are these. The all-electron and pseudo waves at the reference energy $\varepsilon_k$ are $\phi_k$ and $\tilde\phi_k$, equal in value and first derivative at $R$. Their interior overlaps are $n_{ij}$ and $\tilde n_{ij}$. The projectors satisfy $\langle\beta_i|\tilde\phi_k\rangle=\delta_{ik}$. The pseudo operator is $\tilde H-\varepsilon S$, with symmetric coefficients $D_{ij}$ and $q_{ij}$ and $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$. At $\varepsilon_k$ its solution is $\tilde\phi_k$, so $\tilde L(\varepsilon_k)=L(\varepsilon_k)$. Symmetry has fixed $q_{ij}=n_{ij}-\tilde n_{ij}$ for $i\neq j$ and has left $q_{kk}$ free. The all-electron slope is \eqref{aeslope}. An interior level is an energy with a non-zero solution that vanishes at $R$.

\subsection*{(e) The pseudo slope}

\textbf{Question.} Find $d\tilde L/d\varepsilon$ at any energy that is not an interior level.

\textbf{Solution.} Part (b) guarantees that $\tilde u$ can be differentiated. The operators $\tilde H$ and $S$ do not depend on energy, so differentiation of \eqref{ps} gives
\begin{equation}
(\tilde H-\varepsilon S)\dot{\tilde u}=S\tilde u .
\label{psdot}
\end{equation}
The source is $S\tilde u$, where the all-electron equation had $u$. Multiply \eqref{psdot} by $\tilde u$, multiply \eqref{ps} by $\dot{\tilde u}$, subtract and integrate:
\begin{equation}
\langle\tilde u|(\tilde H-\varepsilon S)\dot{\tilde u}\rangle
-\langle\dot{\tilde u}|(\tilde H-\varepsilon S)\tilde u\rangle
=\langle\tilde u|S|\tilde u\rangle .
\label{psgreen}
\end{equation}
With $b_i=\langle\beta_i|\tilde u\rangle$ and $\dot b_i=\langle\beta_i|\dot{\tilde u}\rangle$, the nonlocal terms on the left are
\begin{equation}
\sum_{ij}(D_{ij}-\varepsilon q_{ij})(b_i\dot b_j-\dot b_ib_j)=0 .
\end{equation}
They vanish because the first factor is symmetric in $i$ and $j$ and the second is antisymmetric. Local potentials cancel as before, and the kinetic energy leaves its boundary term at $R$:
\begin{equation}
-\frac{\hbar^2}{2m}\left[\tilde u\dot{\tilde u}'-\dot{\tilde u}\tilde u'\right]_R
=\langle\tilde u|S|\tilde u\rangle .
\end{equation}
By the quotient rule \eqref{quot} the bracket equals $\tilde u(R)^2\,d\tilde L/d\varepsilon$. Hence
\begin{equation}
\frac{d\tilde L}{d\varepsilon}=-\frac{2m}{\hbar^2}\,
\frac{\langle\tilde u|S|\tilde u\rangle}{\tilde u(R)^2},
\qquad
\langle\tilde u|S|\tilde u\rangle=\int_0^R\tilde u^2dr+\sum_{ij}b_iq_{ij}b_j .
\label{psslope}
\end{equation}

The slope is set by the S-norm inside $R$. The plain norm is one part of it. The coefficients $D_{ij}$ do not appear explicitly, because they multiply no power of $\varepsilon$; they act through the shape of $\tilde u$. The proof uses the symmetry of $D$, and so it relies on the off-diagonal elements \eqref{qoff}.

\subsection*{(f) Matching the slopes}

\textbf{Question.} Which $q_{kk}$ makes $d\tilde L/d\varepsilon$ equal to $dL/d\varepsilon$ at $\varepsilon_k$? What does this mean for a level of the whole system?

\textbf{Solution.} At $\varepsilon_k$ the solution is $\tilde\phi_k$, and duality gives $b_i=\delta_{ik}$. The double sum in \eqref{psslope} reduces to one element:
\begin{equation}
\langle\tilde\phi_k|S|\tilde\phi_k\rangle=\tilde n_{kk}+q_{kk}.
\label{snormk}
\end{equation}
Subtract \eqref{aeslope} from \eqref{psslope} and use $\tilde\phi_k(R)=\phi_k(R)$:
\begin{equation}
\left[\frac{d\tilde L}{d\varepsilon}-\frac{dL}{d\varepsilon}\right]_{\varepsilon_k}
=\frac{2m}{\hbar^2}\,\frac{n_{kk}-\tilde n_{kk}-q_{kk}}{\phi_k(R)^2}.
\label{diff}
\end{equation}
The slopes agree if and only if
\begin{equation}
q_{kk}=n_{kk}-\tilde n_{kk}
=\int_0^R\left(\phi_k^2-\tilde\phi_k^2\right)dr .
\label{qdiag}
\end{equation}
This extends \eqref{qoff} to the diagonal. With it, the S-norm of $\tilde\phi_k$ equals the all-electron norm $n_{kk}$ for any plain norm $\tilde n_{kk}$. Norm conservation, $\tilde n_{kk}=n_{kk}$, is the special case $q_{kk}=0$. If $q_{kk}$ is set to zero without norm conservation, the ratio of the pseudo slope to the all-electron slope is $\tilde n_{kk}/n_{kk}$.

The consequence for a bound level follows from the exterior. Let $u$ decay at infinity, and let $L_{\rm out}$ be its logarithmic derivative at $R$ found from outside. Equation \eqref{green} taken between $R$ and infinity reads
\begin{equation}
+\frac{\hbar^2}{2m}u(R)^2\frac{dL_{\rm out}}{d\varepsilon}=\int_R^\infty u^2dr ,
\end{equation}
where the sign has changed because $R$ is now the lower limit. A bound level satisfies $\tilde L(\varepsilon)=L_{\rm out}(\varepsilon)$. Suppose a change in the surroundings adds a small $\lambda$ to $L_{\rm out}$ and leaves the interior as it was. To first order the level moves by $\delta\varepsilon$, with
\begin{equation}
\frac{d\tilde L}{d\varepsilon}\delta\varepsilon
=\frac{dL_{\rm out}}{d\varepsilon}\delta\varepsilon+\lambda .
\end{equation}
Inserting the two slopes gives
\begin{equation}
\delta\varepsilon=-\frac{\hbar^2}{2m}\,
\frac{\lambda\,u(R)^2}{\langle\tilde u|S|\tilde u\rangle+\int_R^\infty u^2dr}.
\label{response}
\end{equation}
The denominator is the total norm. If the level lies at a reference energy, condition \eqref{qdiag} makes it the all-electron norm, and the first-order response to the surroundings is the all-electron response. An interior norm that is too small makes the level respond too strongly.

\subsection*{(g) Away from the reference energies}

\textbf{Question.} With $q_{ij}=n_{ij}-\tilde n_{ij}$ for all $i,j$, how does $\tilde L-L$ grow with $\delta=\varepsilon-\varepsilon_k$?

\textbf{Solution.} Value and slope agree at $\varepsilon_k$, so the expansion starts at second order in general. Its coefficient follows from differentiating \eqref{psslope} again. Normalise all functions to $1$ at $R$. Since $S$ is symmetric and independent of energy,
\begin{equation}
\frac{d^2\tilde L}{d\varepsilon^2}
=-\frac{2m}{\hbar^2}\frac{d}{d\varepsilon}\langle\tilde u|S|\tilde u\rangle
=-\frac{4m}{\hbar^2}\langle\tilde u|S|\dot{\tilde u}\rangle .
\end{equation}
The all-electron result has the same form with $S=1$. Half the difference of the second derivatives multiplies $\delta^2$:
\begin{equation}
\tilde L-L=-\frac{2m}{\hbar^2}
\left[\langle\tilde\phi_k|S|\dot{\tilde\phi}_k\rangle
-\langle\phi_k|\dot\phi_k\rangle\right]\delta^2+O(\delta^3).
\label{second}
\end{equation}
Here $\dot{\tilde\phi}_k$ and $\dot\phi_k$ are the energy derivatives of the two solutions at $\varepsilon_k$. The construction has matched norms of the reference waves. It has not matched their overlaps with the energy derivatives, so this coefficient need not vanish. If $q_{kk}$ differs from \eqref{qdiag}, the error starts at first order, with the coefficient \eqref{diff}.

The construction guarantees a negative pseudo slope at the reference energies, where the S-norm equals $n_{kk}>0$. At other energies \eqref{psslope} still holds, but the matrix $q$ is a difference of two overlap matrices and need not be positive, so this argument does not fix the sign there. A negative eigenvalue of $q$ does not by itself make the S-norm negative, because the plain norm is added to it.

\subsection*{(h) A $p$ channel with two projectors}

\textbf{Question.} Take $l=1$ and the model potential
\begin{equation}
V(r)=-\frac{e^2}{4\pi\epsilon_0 r}\left[1+(Z-1)e^{-r/a}\right],
\end{equation}
with $Z=8$, $a=0.03$ nm and $R=0.08$ nm. The reference energies are $\varepsilon_1=-12$ eV and $\varepsilon_2=4$ eV. Compare norms and slopes there and at $-4$ eV.

\textbf{Solution.} Let $x=r/R$. Each pseudo wave is $x^2(c_0+c_1x^2+c_2x^4)$, with the coefficients fixed by the value, first and second derivative of $\phi_k$ at $R$. The local potential is $v_0+v_2x^2$, matched to $V$ in value and slope. No condition is placed on the norm. The radial equations were solved by Chebyshev collocation with $u(0)=0$ and $u(R)=1$. The slopes were obtained from finite differences of $L$ and $\tilde L$, without use of the norm formulas. With $u(R)=1$, norms and $q_{ij}$ are in nm and $B_{ij}$, $D_{ij}$ in eV\,nm. The constant is $\hbar^2/2m=0.03810$ eV\,nm$^2$.

At $-12$ eV the interior norms are $n_{11}=1.3577$ nm and $\tilde n_{11}=0.3354$ nm. The pseudo wave holds about a quarter of the all-electron norm, and
\begin{equation}
q_{11}=1.3577-0.3354=1.0223\ \text{nm}.
\end{equation}
The other elements are $q_{12}=-0.4718$ nm and $q_{22}=0.2147$ nm. The matrix $B$ is far from symmetric, with $B_{12}=12.081$ and $B_{21}=4.532$ eV\,nm. Equation \eqref{d} restores the symmetry:
\begin{align}
D_{12}&=12.081+4\times(-0.4718)=10.194\ \text{eV\,nm},\\
D_{21}&=4.532-12\times(-0.4718)=10.194\ \text{eV\,nm}.
\end{align}

The formula for the slope at $-12$ eV gives
\begin{equation}
-\frac{1.3577}{0.03810}=-35.64\ \text{nm}^{-1}\,\text{eV}^{-1}.
\end{equation}
The finite differences give $-35.64$ in the same unit for both problems. The plain pseudo norm would have given $-0.3354/0.03810=-8.80$. At $4$ eV the plain norm is $0.0238$ nm, a tenth of the all-electron $0.2385$ nm, and both slopes are $-6.259$ nm$^{-1}$\,eV$^{-1}$.

At $-4$ eV, which is not a reference energy, the S-norm is $2.5831$ nm and the all-electron norm is $2.5814$ nm. The slopes are $-67.80$ (pseudo) and $-67.75$ nm$^{-1}$\,eV$^{-1}$ (all-electron). Each agrees with its own norm, and they differ from each other by $0.07\%$ of the all-electron slope. The logarithmic derivatives are $253.50$ and $253.43$ nm$^{-1}$.

Between $-12$ and $-4$ eV the all-electron $L$ goes from $-134.1$ to $+253.4$ nm$^{-1}$, although its slope is negative wherever it is defined. It must therefore pass through a pole, which is an interior level. The nearest interior level is $4.64$ eV from $-12$ eV and $3.36$ eV from $-4$ eV. These distances add up to the whole interval, so the pole lies at $-7.36$ eV. The pseudo problem has the same two distances to the digits given.

The example also shows that $q$ need not be positive. Its determinant is $1.02235\times0.21469-0.47181^2=-0.0031$ nm$^2$, so one eigenvalue is negative, although both diagonal elements are positive.

\subsection*{(i) Removing the augmentation}

\textbf{Question.} Use one projector, at $-12$ eV. Compare the soft wave with $q_{11}$ from \eqref{qdiag}, the same wave with $q_{11}=0$, and a norm-conserving wave with $q_{11}=0$.

\textbf{Solution.} The norm-conserving wave is the soft wave plus $b\,x^2(1-x^2)^3$. The added term vanishes at $R$ with its first two derivatives, and $\tilde n_{11}=n_{11}$ is a quadratic condition on $b$ with roots $35.11$ and $-90.74$; the table uses $b=35.11$. All three datasets have the all-electron value of $\tilde L$ at $-12$ eV. Their slopes, and the errors $|\tilde L-L|$ at $0.1$ and $0.2$ eV above the reference energy, are:
\begin{center}
\begin{tabular}{lccc}
dataset & slope/AE slope & \multicolumn{2}{c}{error (nm$^{-1}$)}\\
 & & $+0.1$ eV & $+0.2$ eV\\
soft, with $q_{11}$ & 1.000 & 0.0104 & 0.0434\\
soft, $q_{11}=0$ & 0.247 & 2.757 & 5.668\\
norm-conserving & 1.000 & 0.0022 & 0.0091
\end{tabular}
\end{center}
Here AE stands for all-electron. The ratio $0.247$ is $\tilde n_{11}/n_{11}=0.3354/1.3577$, as part (f) requires. In that row the error roughly doubles when the energy offset doubles. Equation \eqref{diff} predicts its leading part at $0.1$ eV:
\begin{equation}
\frac{1.0223}{0.03810}\times0.1=2.68\ \text{nm}^{-1}.
\end{equation}
The remainder, $0.07$ nm$^{-1}$, comes from higher orders. In the other two rows the error grows by a factor of about $4.2$, close to the factor $4$ of a second-order error.

The soft dataset with augmentation has an error nearly five times that of this norm-conserving one at the same offset. The ordering is not general: the other root, $b=-90.74$, also conserves the norm and gives $0.0220$ nm$^{-1}$ at $+0.1$ eV, about twice the error of the soft dataset. Consider again the two datasets in the table. Both have the correct slope, so the difference lies in the second-order coefficient \eqref{second}, which depends on the energy derivatives of the waves. The correct S-norm secures the slope at the reference energy; it does not rank two datasets at second order.

Numerical values quoted here were computed with a short program.
